\section*{Leading Electrostatic Size Correction for Charged Defects in Dielectric Supercells}

\section*{The problem}

An oxygen vacancy in an oxide barrier can lose two electrons and carry a charge $q=+2$ relative to the perfect crystal. A calculation with periodic boundary conditions repeats this charge in every supercell, whereas the dilute limit contains a single defect. The problem is to find how the electrostatic energy depends on the supercell size, and what must be added to recover the isolated defect.

Hartree atomic units are used. The supercell is a cube of side $L$ and volume $\Omega=L^3$, with lattice vectors $\mathbf R$ and reciprocal vectors $\mathbf G$. A uniform background of density $-q/\Omega$ makes it neutral, and the mean electrostatic potential is set to zero. The defect charge density $\rho(\mathbf r)$ is localised, integrates to $q$, and is the same in every cell. The host is an insulator with linear response and an isotropic macroscopic dielectric constant $\epsilon$. Fourier transforms are $\tilde f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$, and Poisson summation reads
\begin{equation}
\sum_{\mathbf R}f(\mathbf r-\mathbf R)=\frac1\Omega\sum_{\mathbf G}\tilde f(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.
\label{poisson}
\end{equation}

\section*{(a) Point charges in vacuum}

Find the energy per cell of a cubic lattice of point charges $q$ in its neutralising background, without the self-energy of the points. Bring it to a form that can be evaluated numerically.

\textbf{Solution.} Let $v(\mathbf r)$ be the zero-mean potential for unit charges:
\begin{equation}
\nabla^2v=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big],\qquad
v(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
\end{equation}
The energy is half of charge times potential. The background contributes nothing, because it multiplies the mean of $v$. Removing the self-potential $1/r$ at the point charge leaves
\begin{equation}
E_{\rm lat}=\frac{q^2}{2}\lim_{r\to0}\Big[v(\mathbf r)-\frac1r\Big]\equiv-\frac{q^2\alpha}{2L}.
\label{lattice}
\end{equation}
The factor $1/L$ follows from scaling: if all lengths are multiplied by $L$, Poisson's equation gives $v_L(\mathbf r)=v_1(\mathbf r/L)/L$. Thus $\alpha$ is a pure number.

To evaluate it, split the Coulomb kernel with an arbitrary $\eta>0$. A unit Gaussian charge with transform $e^{-k^2/4\eta^2}$ has the potential $\mathrm{erf}(\eta r)/r$. Hence $\mathrm{erfc}(\eta r)/r$ has the transform $4\pi(1-e^{-k^2/4\eta^2})/k^2$, which tends to $\pi/\eta^2$ as $k\to0$. Equation (\ref{poisson}) turns this part of $v$ into a sum over $\mathbf R$, from which the absent $\mathbf G=0$ term must be subtracted:
\begin{equation}
v(\mathbf r)=\sum_{\mathbf R}\frac{\mathrm{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}-\frac{\pi}{\eta^2\Omega}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
At $\mathbf R=0$, subtracting $1/r$ gives $-\mathrm{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Therefore
\begin{equation}
-\frac{\alpha}{L}=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}R
+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}
-\frac{\pi}{\eta^2\Omega}-\frac{2\eta}{\sqrt\pi}.
\label{ewald}
\end{equation}
The right side cannot depend on $\eta$, since $v$ was defined without it. Numerical summation gives $\alpha=2.8373$ for the simple cubic lattice of supercells. The energy is negative: the attraction between charges and background outweighs the repulsions.

\section*{(b) Adding the dielectric response}

Let the host have an isotropic wavevector-dependent dielectric function $\epsilon(k)$, with $\epsilon(0)=\epsilon$, and let $\rho$ be spherical. Find the energies of the periodic and the isolated defect.

\textbf{Solution.} The charge imposed on the host is $n(\mathbf r)=\sum_{\mathbf R}\rho(\mathbf r-\mathbf R)-q/\Omega$. Its Fourier coefficients are $n_{\mathbf G}=\tilde\rho(\mathbf G)/\Omega$ for $\mathbf G\ne0$, and $n_0=(q-q)/\Omega=0$. The screened potential has coefficients
\begin{equation}
\phi_{\mathbf G}=\frac{4\pi n_{\mathbf G}}{G^2\epsilon(G)}\quad(\mathbf G\ne0),\qquad \phi_0=0.
\end{equation}
Build up the charge as $\lambda n$, with $\lambda$ rising from 0 to 1. By linearity the potential is $\lambda\phi$, so the work is $\int_0^1\lambda\,d\lambda\int_\Omega n\phi\,d^3r=\frac12\int_\Omega n\phi\,d^3r$. This includes the energy stored in the polarised host. With
\begin{equation}
S(k)=\frac{|\tilde\rho(k)|^2}{\epsilon(k)},
\end{equation}
it becomes
\begin{equation}
E_{\rm per}=\frac{\Omega}{2}\sum_{\mathbf G\ne0}n_{\mathbf G}^*\phi_{\mathbf G}
=\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{S(G)}{G^2}.
\label{periodic}
\end{equation}
For one defect in an infinite host, $\Omega^{-1}\sum_{\mathbf G}$ becomes $\int d^3k/(2\pi)^3$:
\begin{equation}
E_{\rm iso}=2\pi\int\frac{d^3k}{(2\pi)^3}\frac{S(k)}{k^2}
=2\pi\,\frac{4\pi}{8\pi^3}\int_0^\infty S\,dk=\frac1\pi\int_0^\infty S(k)\,dk.
\label{isolated}
\end{equation}
One factor of $1/\epsilon$ appears, not two: the energy pairs the imposed charge with the screened potential. The polarisation charge is already represented in that potential.

\section*{(c) The difference at large $L$}

Write $S(k)=S_0+S_2k^2+\ldots$ at small $k$. Assume that $S$ is an even function of $k$, analytic in a strip around the real $k$ axis, and decays rapidly there. (An odd term such as $k^3$ is not smooth in the vector $\mathbf k$ and would leave a remainder of order $L^{-4}$.) Find $E_{\rm per}-E_{\rm iso}$ through order $L^{-3}$.

\textbf{Solution.} The obstacle to replacing the sum by the integral is the singularity $S_0/k^2$. Subtract a Gaussian with the same singularity:
\begin{equation}
F(k)=\frac{S(k)-S_0e^{-k^2/4\eta^2}}{k^2},\qquad F(0)=S_2+\frac{S_0}{4\eta^2}.
\end{equation}
This function is smooth. Let $f(\mathbf r)$ be its inverse transform. Poisson summation at $\mathbf r=0$ gives
\begin{equation}
\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}F(G)=2\pi f(0)+2\pi\sum_{\mathbf R\ne0}f(\mathbf R)-\frac{2\pi}{\Omega}F(0).
\end{equation}
The terms with $\mathbf R\ne0$ are exponentially small in $L$: moving the $k$ contour into the strip by a distance $c$ produces a factor $e^{-cR}$. The first term follows from (\ref{isolated}) and $\int_0^\infty e^{-k^2/4\eta^2}dk=\sqrt\pi\,\eta$:
\begin{equation}
2\pi f(0)=\frac1\pi\int_0^\infty\big[S(k)-S_0e^{-k^2/4\eta^2}\big]dk
=E_{\rm iso}-\frac{S_0\eta}{\sqrt\pi}.
\end{equation}
The subtracted Gaussian must be put back. Half of (\ref{ewald}), multiplied by $S_0$ and rearranged, gives
\begin{equation}
\frac{2\pi S_0}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}
=-\frac{S_0\alpha}{2L}+\frac{\pi S_0}{2\eta^2\Omega}+\frac{S_0\eta}{\sqrt\pi}
-\frac{S_0}{2}\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}R.
\end{equation}
The last sum is also exponentially small at fixed $\eta$. On addition, the terms $\pm S_0\eta/\sqrt\pi$ cancel. So do $\pm\pi S_0/(2\eta^2\Omega)$, the negative one coming from $-2\pi F(0)/\Omega$. What remains is
\begin{equation}
E_{\rm per}-E_{\rm iso}=-\frac{S_0\alpha}{2L}-\frac{2\pi S_2}{L^3}+\text{exponentially small terms}.
\label{difference}
\end{equation}
Since $\tilde\rho(0)=q$, $S_0=q^2/\epsilon$. The leading correction to be added to the supercell energy is therefore
\begin{equation}
\boxed{\Delta E=+\frac{q^2\alpha}{2\epsilon L}}
\label{correction}
\end{equation}
This is the leading Makov--Payne correction: minus the vacuum lattice energy (\ref{lattice}), divided by $\epsilon$. It is even in $q$, reduces to the vacuum result at $\epsilon=1$, and vanishes as $\epsilon\to\infty$.

\section*{(d) The next term and the extent of the charge}

Relate $S_2$ to the defect and the host. Evaluate the result for a Gaussian charge, and determine what happens when the charge is not localised.

\textbf{Solution.} For a spherical density, averaging the plane wave over angles gives
\begin{equation}
\tilde\rho(k)=\int\rho(r)\frac{\sin kr}{kr}\,d^3r=q-\frac{k^2Q}{6}+\ldots,\qquad Q=\int r^2\rho\,d^3r.
\end{equation}
Thus $|\tilde\rho|^2=q^2-qQk^2/3+\ldots$. With $1/\epsilon(k)=1/\epsilon+bk^2+\ldots$,
\begin{equation}
S_2=-\frac{qQ}{3\epsilon}+q^2b,\qquad
-\frac{2\pi S_2}{L^3}=\frac{2\pi qQ}{3\epsilon L^3}-\frac{2\pi q^2b}{L^3}.
\end{equation}
The first contribution is the familiar second-moment term. The second arises because screening is incomplete at short distances.

Take $q=2$, $\epsilon=4$, $L=20$ bohr and $|\tilde\rho|^2=q^2e^{-\sigma^2k^2}$ with $\sigma=1$ bohr. For constant screening, $S_2=-q^2\sigma^2/\epsilon=-1$ hartree bohr$^3$. For a dispersive model take
\begin{equation}
\frac1{\epsilon(k)}=\frac1\epsilon+\Big(1-\frac1\epsilon\Big)\frac{k^2}{k^2+\kappa^2},\qquad \kappa=1\ \mathrm{bohr}^{-1}.
\end{equation}
Then $b=(1-1/\epsilon)/\kappa^2=0.75$ bohr$^2$ and $S_2=-1+4(0.75)=+2$ hartree bohr$^3$. The leading term is
\begin{equation}
-\frac{4(2.8373)}{2(4)(20)}=-0.07093\ \text{hartree}
\end{equation}
in both cases. Direct summation of (\ref{periodic}) and quadrature of (\ref{isolated}) give, in hartree:
\begin{center}
\begin{tabular}{lrr}
 & constant & dispersive\\
$E_{\rm per}$ & $0.211948$ & $0.414501$\\
$E_{\rm iso}$ & $0.282095$ & $0.487004$\\
difference & $-0.070147$ & $-0.072503$\\
$-2\pi S_2/L^3$ & $0.000785$ & $-0.001571$
\end{tabular}
\end{center}
The $L^{-3}$ term accounts for the remainder in each column. Its sign changes with the dispersion of the screening, so the second moment of the charge alone does not determine it. It amounts to 1.1\% and 2.2\% of the leading correction, respectively.

For constant screening, the ratio of the second-moment term to the magnitude of the leading term is
\begin{equation}
\frac{2\pi qQ/(3\epsilon L^3)}{q^2\alpha/(2\epsilon L)}=\frac{4\pi}{3\alpha}\frac{Q}{qL^2}.
\end{equation}
For a density of one sign, localisation therefore means $Q/q\ll L^2$. If the density has both signs, its parts can cancel in $Q$ without being localised. If the charge spreads with the cell, $Q/q$ grows as $L^2$ and the expansion loses its order. In the limit of a uniformly spread charge, $\tilde\rho(\mathbf G)=0$ for every $\mathbf G\ne0$ and (\ref{periodic}) gives $E_{\rm per}=0$. There is then no lattice energy to remove, and adding (\ref{correction}) would create an error.

\section*{(e) A crystal with local fields}

A real host is not homogeneous on the atomic scale. Decide whether this changes the leading term for a defect on a site of cubic symmetry. Examine a simple cubic lattice of polarisable point dipoles, with spacing $a=5$ bohr and a point charge $q=2$ at a cube centre.

\textbf{Solution.} The response of a crystal couples wavevectors that differ by a host reciprocal vector. The energy is still $\Omega^{-1}$ times a sum of contributions $W(\mathbf k)$, where $\mathbf k$ runs over the supercell reciprocal vectors in the host Brillouin zone. At small $\mathbf k$ the imposed charge has amplitude $q$ and its macroscopic potential is $4\pi q/(\epsilon k^2)$, so
\begin{equation}
W(\mathbf k)=\frac{2\pi q^2}{\epsilon k^2}+w(\hat{\mathbf k})+O(k^2).
\end{equation}
For an insulator each order is a polynomial in the components of $\mathbf k$ divided by a power of $k^2$. A term of odd order then changes sign with $\mathbf k$, and $W(-\mathbf k)=W(\mathbf k)$ excludes it. The singular term produces the same $1/L$ energy as before. The term $w$ may depend on direction. Its direction-dependent part transforms to a function falling as $r^{-3}$, so its image terms scale as $L^{-3}$, as does the altered contribution at $\mathbf k=0$. Local fields thus enter through the value of $\epsilon$ and from order $L^{-3}$ onwards.

For the dipole crystal, let $\gamma$ be the polarisability, $\mathbf p_i$ the dipoles, $\mathbf E_i$ the field of the periodic charge and its background, and $T_{ij}$ the periodic dipole interaction without self-interaction. The energy is
\begin{equation}
E=-\frac{q^2\alpha}{2L}+\sum_i\frac{p_i^2}{2\gamma}-\sum_i\mathbf p_i\cdot\mathbf E_i-\frac12\sum_{ij}\mathbf p_i\cdot T_{ij}\mathbf p_j.
\end{equation}
Minimisation gives $\mathbf p_i/\gamma=\mathbf E_i+\sum_jT_{ij}\mathbf p_j$. Multiplying this by $\mathbf p_i/2$, summing and substituting leaves
\begin{equation}
E=-\frac{q^2\alpha}{2L}-\frac12\sum_i\mathbf p_i\cdot\mathbf E_i.
\end{equation}

No dielectric constant has been inserted; it follows from $\gamma$. For equal dipoles $\mathbf p$ on all sites, the field on one dipole due to the others is $\nabla\nabla(v-1/r)\cdot\mathbf p$ at $r=0$, with $v$ now taken for the host cell. The trace of this matrix is $4\pi/a^3$, and cubic symmetry divides it equally among three directions. With $\mathbf P=\mathbf p/a^3$, the local field is $\mathbf E+4\pi\mathbf P/3$. Setting $x=4\pi\gamma/(3a^3)$,
\begin{equation}
4\pi\mathbf P=3x\Big(\mathbf E+\frac{4\pi}{3}\mathbf P\Big)
\ \Rightarrow\ 4\pi\mathbf P=\frac{3x}{1-x}\mathbf E,\qquad
\epsilon=1+\frac{3x}{1-x}=\frac{1+2x}{1-x}.
\end{equation}
For $\epsilon=4$, $x=1/2$ and $\gamma=14.92$ bohr$^3$.

The dipole equations were solved by Fourier transformation over the supercell, with Ewald sums for fields and interactions. Four energies at $L=60,80,100,120$ bohr determine a constant and the coefficients of $L^{-1}$, $L^{-3}$ and $L^{-5}$. The magnitude of the $L^{-1}$ coefficient is $1.41866$ hartree bohr, in agreement with $q^2\alpha/(2\epsilon)=1.41865$ hartree bohr. Cells of 30 to 60 bohr give $1.4307$, which is 0.8\% above the formula. The deviation shrinks in the larger cells, as it should if it comes from terms left out of the fit. For $\epsilon=2$, the larger cells and the formula both give $2.8373$ hartree bohr.

For $\epsilon=4$ the fitted constant is $E_{\rm iso}=-0.61461$ hartree; it is negative because the point charge's vacuum self-energy is omitted. Energies in hartree are:
\begin{center}
\begin{tabular}{rrr}
$L$ (bohr) & uncorrected & corrected\\
20 & $-0.68022$ & $-0.60928$\\
40 & $-0.64925$ & $-0.61378$\\
60 & $-0.63802$ & $-0.61438$\\
120 & $-0.62640$ & $-0.61458$
\end{tabular}
\end{center}
At $L=20$ bohr the correction is $0.07093$ hartree, or $1.93$ eV. It reduces the error relative to $E_{\rm iso}$ from $-0.0656$ to $+0.0053$ hartree. To identify the decay of the remainder, divide the change in corrected energy between 60 and 80 bohr by that between 80 and 120 bohr. The result is $2.03$; pure $L^{-3}$ decay would give $1.95$, and $L^{-1}$ decay would give $1$.

The isolated limit can also be approached without periodicity. An open, nearly spherical cluster of 912 dipoles around the charge has energy $-0.56546$ hartree. A sphere of the same volume has radius $R_c=30.08$ bohr. The missing outer medium is treated as a continuum. There the displacement field is $D=q/r^2$, with or without the medium, so filling the vacuum changes the energy by
\begin{equation}
\int_{R_c}^{\infty}\frac{D^2}{8\pi}\Big(\frac1\epsilon-1\Big)4\pi r^2dr
=-\Big(1-\frac1\epsilon\Big)\frac{q^2}{2R_c}=-0.04987\ \text{hartree}.
\end{equation}
The total, $-0.61533$ hartree, lies $0.0007$ hartree below the periodic limit. This difference is 1.4\% of the continuum contribution, which idealises the atomic surface as a sharp sphere.

\section*{(f) Using the correction for an oxide defect}

State which dielectric constant belongs in the formula and which errors it leaves untouched.

\textbf{Solution.} The constant must describe the degrees of freedom that respond in the supercell calculation. With ions clamped at their positions in the perfect crystal, or at those relaxed around the neutral defect, it is the electronic constant. Clamping alone does not decide the matter: ions frozen in a geometry that was relaxed around a charge keep their long-range polarisation. For that same charge the static constant applies; for a different charge, as in a vertical transition, (\ref{correction}) with a single constant does not hold in general, and even a neutral cell then has an error of order $1/L$. If the ions relax around the charged defect, it is the static constant, which contains both electronic and ionic response. The latter is larger, so the correction is smaller. Using the electronic constant for relaxed energies would overcorrect at order $1/L$.

The derivation also requires the same charge state and linear response in every cell. A carrier that leaves the vacancy for a band violates the first condition, and a distortion that changes character with cell size can violate the second. For an anisotropic host, $\epsilon k^2$ is replaced at small $k$ by $\sum_{ij}k_i\epsilon_{ij}k_j$, and the scalar formula no longer applies.

A formation energy further contains the electron reservoir term, which needs a common potential reference for the defect cell and the perfect host. This alignment needs care: by the scaling found in (a), the potential of the periodic defect charge is itself of order $1/L$ far from the defect. It must be subtracted before the two cells are compared, or a finite-size term enters through the reference. Errors in the band edges and elastic interactions between relaxed defects are not covered by (\ref{correction}). The energies above belong to electrostatic models with chosen parameters; they are not formation energies of a particular oxide.
